# The k-point limit in Berry-phase finite-field calculations

## Problem

An insulator is simulated in a uniform electric field by minimising an energy that contains the Berry-phase polarisation. The computational gap is $E_g=4$ eV, the repeat length along the field is $a=0.5$ nm and the field is $\mathcal E=1$ V/nm. Beyond roughly how many k-points along the field does the calculation risk a tunnelling instability? And what happens at that number: does the insulating solution disappear, or does it merely stop being the lowest one?

Here $\mathcal E$ is the macroscopic field inside the material, and $N$ counts the points along the field in the full uniform mesh, before any reduction by symmetry. The elementary charge is $e>0$, and the field points along $+x$.

## Hints

1. A mesh of $N$ points describes electrons on a ring of $N$ cells. What is the length of the ring, and how much energy does an electron gain when the field carries it round once?

2. The coordinate $x$ is not single-valued on a ring, but $\exp(2\pi i x/L)$ is. Use its expectation value to define the position of all the electrons together.

3. Take two bands whose orbitals do not depend on $k$. The state at each k-point then has a conduction weight and a phase. How large can the phase of the overlap between neighbouring points be for given weights?

4. To see whether the resulting bound can be reached, promote the electron at a single k-point and give its two neighbours a very small conduction weight.

5. For the second question, expand the energy to second order in small conduction amplitudes. Being the lowest state and being a local minimum are different properties.

## Solution

### The ring and its position

Bloch states on a uniform mesh of $N$ points repeat after $N$ cells, up to a phase factor common to all of them if the mesh is shifted away from $k=0$. The electrons therefore live on a ring of length

$$L=Na,\qquad k_{j+1}-k_j=b=\frac{2\pi}{L}.$$

Let $x$ be the sum of the electron coordinates. The position of the many-electron state $\Psi$ is defined by

$$X=\frac{L}{2\pi}\,\mathrm{Im}\ln\langle\Psi|e^{2\pi i x/L}|\Psi\rangle .$$

Adding $L$ to one coordinate leaves the exponential unchanged, as a ring requires. The price is that $X$ is known only modulo $L$.

Take one occupied band and one spin channel. Then $\Psi$ is a Slater determinant of $N$ Bloch states $\psi_k=e^{ikx}u_k$, and the expectation value is the determinant of the matrix

$$M_{kk'}=\langle\psi_k|e^{ibx}|\psi_{k'}\rangle .$$

The factor $e^{ibx}$ raises the wave vector by $b$, so only $k=k'+b$ survives, with $M_{k'+b,k'}=\langle u_{k'+b}|u_{k'}\rangle$. One element remains in each row and column, arranged as a cyclic permutation of $N$ objects, whose sign is $(-1)^{N-1}$. Hence

$$\det M=(-1)^{N-1}\prod_k\langle u_k|u_{k+b}\rangle^{*}.$$

The sign is the same for all states and drops out when positions are measured from the filled valence band. The complex conjugate reverses the phase, so

$$X=-\frac{L}{2\pi}\Theta,\qquad \Theta=\sum_k\arg\langle u_k|u_{k+b}\rangle .$$

The determinant identity was tested with random states in real space, for an odd and an even $N$.

### The energy to be minimised

Let each cell hold two orbitals, $v$ and $c$, at the same point, with no dipole matrix element between them. The zero-field bands are made of $v$ alone and $c$ alone. They may disperse, with direct gap $\Delta_k$, and $E_g$ denotes the smallest $\Delta_k$ on the mesh. A general occupied state is

$$u_k=\sqrt{1-s_k}\;v+\sqrt{s_k}\,e^{i\beta_k}\,c ,$$

where $s_k$ is the conduction weight. Relative to the filled valence band, its band energy is $\Delta_k s_k$.

An electron has charge $-e$, so its potential energy in a field along $+x$ is $+e\mathcal E x$. The field term is therefore $e\mathcal E X=-(e\mathcal E L/2\pi)\Theta$. With the energy drop around the ring written as

$$D=e\mathcal E L=Ne\mathcal E a ,$$

the electric enthalpy of the whole ring is

$$W=\sum_k\Delta_k s_k-\frac{D}{2\pi}\Theta .$$

The insulating state has all $s_k=0$, all overlaps equal to 1, and $W=0$. A second spin channel adds a term of the same form, so the threshold derived below is unchanged.

One convention is still missing. Reversing the sign of one $u_k$ changes no physical state, but it shifts two link phases by $\pi$ up or down, so $\Theta$ can change by $2\pi$ and $W$ by $D$. I therefore take the $v$ amplitude real and non-negative, as written above, and each link phase in $(-\pi,\pi]$. This convention, applied link by link, is called the principal branch below. At $s_k=1$ the $v$ amplitude vanishes and $\beta_k$ records the limit from which the state was approached; the bound below holds for any such choice.

### A bound on each link phase

For neighbours with weights $s,s'$ and phase difference $\gamma=\beta'-\beta$,

$$\langle u|u'\rangle=A+Be^{i\gamma},\qquad A=\sqrt{(1-s)(1-s')},\quad B=\sqrt{ss'} .$$

The claim is

$$|\arg\langle u|u'\rangle|\le\pi(s+s') .$$

Write $\sigma=s+s'$ and $p=ss'$. If $\sigma\ge1$, the right side is at least $\pi$ and nothing remains to be shown. This case includes the points where the overlap vanishes, since $A=B$ requires $1-\sigma+p=p$, that is $\sigma=1$.

If $\sigma<1$, then $A^2=1-\sigma+p>p=B^2$. The overlap lies on a circle of radius $B$ about the point $A$ on the real axis, and this circle does not enclose the origin. The largest angle is that of the tangent from the origin, $\arcsin(B/A)$. Now

$$\frac{B^2}{A^2}=\frac{p}{1-\sigma+p}$$

increases with $p$, and $p\le\sigma^2/4$. At this largest $p$ the denominator is $(1-\sigma/2)^2$, so

$$\frac BA\le\frac{\sigma/2}{1-\sigma/2}=\frac{\sigma}{2-\sigma}.$$

The arcsine is convex between 0 and 1 and lies below its chord, $\arcsin y\le\pi y/2$. With $2-\sigma>1$ this gives

$$|\arg\langle u|u'\rangle|\le\frac{\pi}{2}\,\frac{\sigma}{2-\sigma}\le\frac{\pi\sigma}{2}\le\pi\sigma .$$

On a grid of weights and phases, the ratio of the link phase to its bound reached 0.989 and did not exceed 1.

### The threshold

Each $s_k$ belongs to two links, so summing the bound over the ring gives $\Theta\le2\pi\sum_k s_k$. Inserted in the enthalpy,

$$W\ge\sum_k(\Delta_k-D)\,s_k\ge(E_g-D)\sum_k s_k .$$

If $D\le E_g$, the right side is not negative: no state on the principal branch lies below the insulating one.

To see that the condition cannot be relaxed, take $N\ge4$ and let $k_0$ be the point with the smallest gap. Choose

- at $k_0$: $s=1$ and $\beta=0$;
- at $k_0-b$ and $k_0+b$: $s=\varepsilon$, with $\beta=-\gamma$ and $\beta=+\gamma$ respectively;
- elsewhere: $s=0$.

The two links that meet at $k_0$ have $A=0$ and $B=\sqrt\varepsilon$. Their phase differences are $0-(-\gamma)$ and $\gamma-0$, so both overlaps equal $\sqrt\varepsilon\,e^{i\gamma}$. All other overlaps are real and positive. With $0<\gamma<\pi$ we have $\Theta=2\gamma$ and

$$W=E_g+\varepsilon(\Delta_{k_0-b}+\Delta_{k_0+b})-\frac{\gamma}{\pi}D .$$

As $\varepsilon\to0$ and $\gamma\to\pi$, this tends to $E_g-D$. Whenever $D>E_g$, a state below the insulating one therefore exists. In this model the threshold is

$$Ne\mathcal E a=E_g,\qquad N_{\max}=\frac{E_g}{e\mathcal E a}.$$

The limiting state has a direct reading. One electron has crossed the gap at a cost $E_g$, while $X=-(L/2\pi)\,2\gamma$ has moved by $-L$: one electron has been carried once round the ring, against the field, and has gained $e\mathcal E L$. This is the ring's version of interband tunnelling. In a long sample with flat bands, a valence state is level with a conduction state a distance $E_g/(e\mathcal E)$ away, and this is also the ring length at which the transfer breaks even.

### The numbers

In SI units the gap is $6.409\times10^{-19}$ J, and the drop per cell is $e\mathcal E a=8.011\times10^{-20}$ J, or 0.5 eV. Hence

$$N_{\max}=\frac{6.409\times10^{-19}\ \mathrm J}{8.011\times10^{-20}\ \mathrm J}=8.0 ,\qquad L=8\times0.5\ \mathrm{nm}=4\ \mathrm{nm}.$$

**The limit is about 8 k-points along the field.** Eight is marginal, because the drop then equals the gap, and the risk begins at 9.

The change of sign can be followed in a model with $\Delta_k=E_g+B_0(1-\cos ka)$, where $B_0=0.5$ eV, $\varepsilon=0.001$ and $\gamma=0.99\pi$. The two neighbours together cost about 0.008 eV. For $N=8$ and $N=9$,

$$W_8=4.000+0.008-0.99\times4.0=0.048\ \mathrm{eV},$$

$$W_9=4.000+0.008-0.99\times4.5=-0.447\ \mathrm{eV}.$$

A numerical minimisation from several starting points found nothing below zero at $N=8$. At $N=9$ its lowest value was $-0.447$ eV, no better than the explicit state from which one of the runs started. This is not the lower limit of $W$: the formula above already approaches $4.0-4.5=-0.5$ eV.

### Is the insulating solution lost at the limit?

Let $u_k\propto v+c_k\,c$ with small complex amplitudes $c_k$. After normalisation, to second order,

$$\langle u_k|u_{k+b}\rangle\simeq1-\tfrac12|c_k|^2-\tfrac12|c_{k+b}|^2+c_k^*c_{k+b}.$$

Only the last term has an imaginary part, so the link phase is $\mathrm{Im}(c_k^*c_{k+b})$ and

$$W\simeq\sum_k\Delta_k|c_k|^2-\frac{D}{2\pi}\sum_k\mathrm{Im}(c_k^*c_{k+b}).$$

For a flat gap, $\Delta_k=E_g$, the quadratic form is diagonal in the waves $c_{k_j}=N^{-1/2}\sum_m C_m e^{2\pi i mj/N}$. One step along the mesh multiplies wave $m$ by $e^{2\pi i m/N}$, whose imaginary part is a sine. Therefore

$$W\simeq\sum_m\left[E_g-\frac{D}{2\pi}\sin\frac{2\pi m}{N}\right]|C_m|^2 .$$

The bracket is half the second derivative of $W$ with respect to $|C_m|$; below it is called the curvature for winding $m$. Since the sine is at most 1, every curvature is positive as long as $D<2\pi E_g$. The insulating state thus remains a local minimum well beyond $D=E_g$. The factor $2\pi$ arises because a small excitation of weight $|C_m|^2$ shifts the ring position $X$ by $-(L/2\pi)\sin(2\pi m/N)$ times that weight. Per unit weight the size of this shift is at most $L/2\pi$, whereas the full transfer of one electron shifts $X$ by $-L$.

For the given data $2\pi N_{\max}=50.3$. The lowest curvature is $+0.029$ eV at $N=50$ and $-0.057$ eV at $N=51$, so with a flat gap the local minimum is first lost at 51 points. Finite differences of the full enthalpy confirmed these curvatures. Dispersion adds $\sum_k(\Delta_k-E_g)|c_k|^2\ge0$ and cannot lower the smallest curvature. With $B_0=0.5$ eV it is still $+0.027$ eV at $N=51$.

Between the two thresholds the insulating state is metastable. A minimiser that starts from the zero-field solution and takes small steps may converge there without any warning, while a large step or a poor starting point may take it elsewhere. A converged run at $N=20$ is therefore no proof that the mesh is safe.

The lower state can also be reached continuously. First raise the weights of the two neighbours to $\varepsilon$, then raise the weight $s$ at $k_0$ from 0 to 1. During the second part the two overlaps are

$$\sqrt{(1-\varepsilon)(1-s)}+\sqrt{\varepsilon s}\,e^{i\gamma}.$$

For $s>0$ the imaginary part is non-zero, and for $s=0$ the overlap is positive, so no link phase is ever undefined. At $N=9$ the enthalpy on this path rises to 3.95 eV before it falls below zero. That height is an upper bound on the lowest barrier, since other paths may be easier.

### What the limit does not promise

The threshold compares states on one branch, and its value depends on that choice. If instead the total phase $\Theta$ were reduced to $(-\pi,\pi]$, the field term could gain at most $D/2$. The explicit state at $N=9$ would then be counted as $+4.05$ eV, and the promoted electron would break even only at $D=2E_g$. The link-by-link choice agrees with following the phase continuously along the path described above. If the phases are followed continuously beyond $\pi$, a stronger statement appears. Start from the promoted state and turn the phases of the two neighbours from $(-\gamma,+\gamma)$ to $(-2\pi,0)$. The two link phases move from $\gamma$ to $2\pi$ and from $\gamma$ to 0. Then lower $s$ at $k_0$ to zero, and finally $\varepsilon$. The electrons are back in the insulating state, but $\Theta=2\pi$ and $W=-D$.

Nothing in this loop depends on the size of $D$. At $N=8$ it ends at $-4.0$ eV after passing a height of 3.96 eV. Followed in this way, the enthalpy has no lowest value in any non-zero field, because the loop can be repeated. Every finite-field solution is thus a local one. What changes at $N_{\max}$ is whether the transfer of one electron across the gap already pays for itself.

For a real material, the formula is an estimate. Its orbitals depend on $k$, polarise in the field and respond to the changed density, none of which the model contains. Three practical points follow.

- The relevant gap is that of the functional used in the calculation. If a semilocal functional gives a smaller gap than a hybrid, its limit is lower in the same proportion.
- Points perpendicular to the field add further strings of k-points, each with the same ring length. If the other lattice vectors are perpendicular to the field, these points do not enter the energy balance, but the smallest direct gap on any string counts. If a second lattice vector has a component along the field, one electron can be carried round both rings at once, and the balance becomes $\sum_i N_i\,e|\boldsymbol{\mathcal E}\cdot\mathbf a_i|=E_g$. For a hexagonal cell with the data above and the field along $\mathbf a_1$, a $6\times6$ mesh already gives $3+1.5=4.5$ eV, more than the gap.
- The analysis is static. It gives no tunnelling rate and says nothing about the breakdown field of a real capacitor.

## Variation 1: a mesh of 16 points

Suppose that the polarisation needs 16 points along the field to converge. Which field is then allowed?

Solving the threshold for the field gives

$$\mathcal E_{\max}=\frac{E_g}{eNa}=\frac{4\ \mathrm{eV}}{e\times16\times0.5\ \mathrm{nm}}=0.5\ \mathrm{V/nm}.$$

At the original 1 V/nm the drop would be 8 eV, twice the gap, and the explicit state lies at $-3.9$ eV. The allowed field falls as $1/N$, so the mesh cannot be refined indefinitely at a fixed field. A sound procedure is to establish mesh convergence at small fields, and then to use the coarsest adequate mesh at the largest field. If that mesh exceeds the limit, the response should be extrapolated from smaller fields, provided it is smooth there.

## Variation 2: a doubled cell

The cell is doubled along the field, for instance to hold two polar domains, so that $a=1$ nm. The gap and the field are unchanged. What is the new limit?

The drop per cell is now 1 eV, and

$$N_{\max}=\frac{4\ \mathrm{eV}}{1\ \mathrm{eV}}=4 .$$

The ring length at the limit is again 4 nm. It is the ring, not the number of points, that the field acts on: 4 points in the doubled cell and 8 in the original one describe rings of equal length. A supercell therefore buys no extra room for the field. The doubled cell has at least two occupied bands per k-point, so the one-band proof does not cover it, and here the rule rests on the energy balance $e\mathcal E L=E_g$ for one electron carried round the ring. The direct gap of the doubled cell can be smaller than that of the original one, either because the domain boundary introduces states in the gap or because an indirect gap becomes direct when the bands are folded. The smaller gap must then be used, and the estimated limit falls further.

The values quoted in this sheet can be checked against the numerical output below.

## Calculated quantities

```
Gap: 4.000 eV
Repeat length: 0.500 nm
Field: 1.000 V/nm
Gap in SI: 6.40871e-19 J
Energy drop per cell in SI: 8.01088e-20 J
Energy drop per cell: 0.500 eV
Limit N_max = Eg/(e E a): 8.000 k-points
Ring length at the limit: 4.000 nm
Gap dispersion parameter: 0.500 eV
Largest link phase / bound on grid: 0.9891
Neighbour weight in explicit state: 0.0010
Neighbour phase / pi: 0.990
N = 7: drop 3.500 eV, explicit state W = 0.5434 eV
N = 8: drop 4.000 eV, explicit state W = 0.0483 eV
N = 9: drop 4.500 eV, explicit state W = -0.4468 eV
N = 10: drop 5.000 eV, explicit state W = -0.9418 eV
N = 16: drop 8.000 eV, explicit state W = -3.9119 eV
First N with explicit state below insulator: 9
Lowest W found by minimisation, N = 8: 0.0000 eV
Lowest W found by minimisation, N = 9: -0.4468 eV
Total link phase of explicit state / (2 pi): 0.9900
Highest W on the continuous path, N = 9: 3.9534 eV
Largest link phase step on the path: 0.0791 rad
Highest W on the closed loop, N = 8: 3.9568 eV
W of insulating state after the loop, N = 8: -4.0000 eV
2 pi N_max: 50.265 k-points
Lowest curvature, flat gap, N = 50: 0.0290 eV
Lowest curvature, flat gap, N = 51: -0.0565 eV
First N without local minimum, flat gap: 51
Lowest curvature, dispersive gap, N = 51: 0.0271 eV
Field limit for N = 16: 0.500 V/nm
```
